# Frequency Range, Step and Smearing for the Real Phonon Self-Energy: a numerical check

```python
"""Phonon self-energy of the zone-centre optical mode of silicon.

Result under test: the real part of the cubic bubble follows from its
imaginary part by the alternate-point Kramers-Kronig sum
    Delta(w_i) = (2 h / pi) * sum_{j-i odd} Gamma(w_j) / (w_i - w_j),
and the static quartic loop has to be added separately.
Sigma = Delta - i Gamma + loop; poles at w^2 = w0^2 + 2 w0 Sigma.
W, Omega: weights and positions of the two-phonon poles;
sigma: Gaussian smearing; h: frequency step; u: relative sublattice shift.
Frequencies are in cm^-1, lengths in angstrom, energies of the crystal in eV.
Crystal model: Stillinger-Weber potential, nearest-neighbour bonds only
(second neighbours lie outside its cutoff for all geometries used here).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import dawsn, erfc

# ---------- constants and potential ----------
WAVENUMBER = 2 * np.pi * const.c * 100          # rad/s per cm^-1
MASS_U = 28.0855
MASS = MASS_U * const.atomic_mass
TO_CM2 = const.e / 1e-20 / MASS / WAVENUMBER**2  # eV/A^2 -> cm^-2
HBAR_OVER_M = const.hbar / MASS * 1e20 / WAVENUMBER   # A^2 cm^-1
KB_CM = const.k / (const.h * const.c * 100)      # cm^-1 per K
CM_TO_EV = const.h * const.c * 100 / const.e
EPS, LEN = 2.1683, 2.0951
PAIR_A, PAIR_B, CUT = 7.049556277, 0.6022245584, 1.80
ANGLE, DECAY = 21.0, 1.20

xyz = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
r1 = sp.sqrt(sum(v**2 for v in xyz[:3]))
r2 = sp.sqrt(sum(v**2 for v in xyz[3:]))
cosine = sum(p * q for p, q in zip(xyz[:3], xyz[3:])) / (r1 * r2)
pair_expr = EPS * PAIR_A * (PAIR_B * (LEN / r1)**4 - 1) \
    * sp.exp(LEN / (r1 - CUT * LEN))
triple_expr = EPS * ANGLE * (cosine + sp.Rational(1, 3))**2 * sp.exp(
    DECAY * LEN / (r1 - CUT * LEN) + DECAY * LEN / (r2 - CUT * LEN))
pair_energy = sp.lambdify(xyz[:3], pair_expr, "numpy")
triple_energy = sp.lambdify(xyz, triple_expr, "numpy")
pair_hess = sp.lambdify(xyz[:3], sp.hessian(pair_expr, xyz[:3]),
                        "numpy", cse=True)
triple_hess = sp.lambdify(xyz, sp.hessian(triple_expr, xyz),
                          "numpy", cse=True)
SIGNS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)


def local_energy(bonds):
    total = sum(0.5 * pair_energy(*b) for b in bonds)
    for n in range(4):
        for m in range(n + 1, 4):
            total += triple_energy(*bonds[n], *bonds[m])
    return float(total)


def local_hessian(bonds):
    out = np.zeros((12, 12))
    for n in range(4):
        a = np.arange(3 * n, 3 * n + 3)
        out[np.ix_(a, a)] += 0.5 * np.array(pair_hess(*bonds[n]), float)
        for m in range(n + 1, 4):
            ab = np.concatenate([a, np.arange(3 * m, 3 * m + 3)])
            out[np.ix_(ab, ab)] += np.array(
                triple_hess(*bonds[n], *bonds[m]), float)
    return out


def cell_energy(bond, shift=np.zeros(3)):
    vectors = bond / np.sqrt(3) * SIGNS + shift
    return local_energy(vectors) + local_energy(-vectors)


BOND = minimize_scalar(cell_energy, bounds=(2.25, 2.45), method="bounded",
                       options={"xatol": 1e-10}).x


def cell_hessians(shift=np.zeros(3), bond=BOND):
    vectors = bond / np.sqrt(3) * SIGNS + shift
    return np.array([local_hessian(vectors), local_hessian(-vectors)])


# ---------- lattice dynamics ----------
def q_mesh(k):
    """4 k^3 points of one Brillouin zone, cubic symmetric, without q = 0."""
    full = (np.arange(2 * k) + 0.5) / k - 1
    half = (np.arange(k) + 0.5) / k
    return np.stack(np.meshgrid(full, full, half, indexing="ij"),
                    -1).reshape(-1, 3)


def bond_maps(q):
    """Bond changes around each of the two atoms from the 6 displacements."""
    phase = np.exp(0.5j * np.pi * q @ SIGNS.T)
    maps = np.zeros((2, len(q), 12, 6), complex)
    for n in range(4):
        for a in range(3):
            maps[0, :, 3 * n + a, a] = -1
            maps[0, :, 3 * n + a, 3 + a] = phase[:, n]
            maps[1, :, 3 * n + a, 3 + a] = -1
            maps[1, :, 3 * n + a, a] = phase[:, n].conj()
    return maps


def dynamical(hess, maps):
    return TO_CM2 * sum(maps[s].conj().transpose(0, 2, 1)
                        @ (hess[s] @ maps[s]) for s in range(2))


def frequencies(hess, maps):
    return np.sqrt(np.linalg.eigvalsh(dynamical(hess, maps)))


def first_second(values, step):
    """Five-point first and second derivatives."""
    m2, m1, z, p1, p2 = values
    return ((m2 - 8 * m1 + 8 * p1 - p2) / (12 * step),
            (-m2 + 16 * m1 - 30 * z + 16 * p1 - p2) / (12 * step**2))


def vertex_hessians(direction, step=0.01):
    return first_second([cell_hessians(n * step * direction)
                         for n in range(-2, 3)], step)


def phonons(k, vertices):
    """Frequencies, |dD/dQ|^2, diagonal d2D/dQ2 and diagonal dD/du."""
    maps = bond_maps(q_mesh(k))
    values, vec = np.linalg.eigh(dynamical(cell_hessians(), maps))
    dag = vec.conj().transpose(0, 2, 1)
    cubic = dag @ dynamical(vertices[0], maps) @ vec
    quartic = dag @ dynamical(vertices[1], maps) @ vec
    scale = 2 * HBAR_OVER_M / len(values)
    return (np.sqrt(values), np.abs(cubic)**2 * scale,
            np.einsum("qii->qi", quartic).real * scale,
            np.einsum("qii->qi", cubic).real)


def bose(freq, temperature):
    return 1 / np.expm1(freq / (KB_CM * temperature))


def free_energy(freq, temperature):
    kt = KB_CM * temperature
    return np.sum(freq / 2 + kt * np.log1p(-np.exp(-freq / kt))) / len(freq)


# ---------- self-energy ----------
def bubble_poles(freq, occ, coupling_sq, w0):
    i, j = np.triu_indices(freq.shape[1])
    base = np.where(i == j, 1, 2) * coupling_sq[:, i, j] \
        / (16 * w0 * freq[:, i] * freq[:, j])
    omega = np.concatenate([(freq[:, i] + freq[:, j]).ravel(),
                            (freq[:, j] - freq[:, i]).ravel()])
    weight = np.concatenate([(base * (occ[:, i] + occ[:, j] + 1)).ravel(),
                             (base * (occ[:, i] - occ[:, j])).ravel()])
    keep = weight != 0
    return omega[keep], weight[keep]


def loop_shift(freq, occ, curvature, w0):
    return np.sum(curvature * (2 * occ + 1) / (8 * w0 * freq))


def direct_bare(w, omega, weight):
    return np.sum(weight * (1 / (w - omega) - 1 / (w + omega)))


def direct_smeared(w, omega, weight, sigma):
    s = np.sqrt(2) * sigma
    return np.sum(weight * (dawsn((w - omega) / s)
                            - dawsn((w + omega) / s))) * np.sqrt(2) / sigma


def smeared_gamma(omega, weight, ref, step, sigma):
    """Gamma at ref + m*step; returns the integers m and the values."""
    centre = np.concatenate([omega, -omega])
    signed = np.concatenate([weight, -weight])
    edge = np.abs(omega).max() + 10 * sigma + 2 * step
    first = int(np.floor((-edge - ref) / step))
    count = int(np.ceil((edge - ref) / step)) - first + 1
    nearest = np.rint((centre - ref) / step).astype(int)
    gamma = np.zeros(count)
    reach = int(np.ceil(9 * sigma / step))
    for k in range(-reach, reach + 1):
        gap = ref + (nearest + k) * step - centre
        gamma += np.bincount(nearest + k - first,
                             signed * np.exp(-gap**2 / (2 * sigma**2)),
                             minlength=count)
    return first + np.arange(count), gamma * np.pi / (
        np.sqrt(2 * np.pi) * sigma)


def kramers_kronig(m, gamma, target=0):
    """Alternate-point sum at grid integer target; the step cancels."""
    odd = (m - target) % 2 == 1
    return 2 / np.pi * np.sum(gamma[odd] / (target - m[odd]))


# ---------- test: prefactors against exact diagonalization ----------
levels = 6
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
position, number, one = lower + lower.T, lower.T @ lower, np.eye(levels)


def embed(a, b, c):
    return np.kron(a, np.kron(b, c))


wq, wx, wy, c3, c4 = 1.0, 0.83, 0.37, 0.002, 2e-5
big_q = embed(position, one, one) / np.sqrt(2 * wq)
big_x = embed(one, position, one) / np.sqrt(2 * wx)
big_y = embed(one, one, position) / np.sqrt(2 * wy)
ham = (wq * embed(number, one, one) + wx * embed(one, number, one)
       + wy * embed(one, one, number) + c3 * big_q @ big_x @ big_y
       + 0.25 * c4 * big_q @ big_q @ big_x @ big_x)
energy, states = np.linalg.eigh(ham)


def level(nq, nx, ny):
    index = (nq * levels + nx) * levels + ny
    return energy[np.argmax(np.abs(states[index]))]


toy_exact = level(1, 0, 2) - level(0, 0, 2) - wq
toy_freq, toy_occ = np.array([[wx, wy]]), np.array([[0.0, 2.0]])
toy_poles = bubble_poles(toy_freq, toy_occ,
                         np.array([[[0, c3**2], [c3**2, 0]]]), wq)
toy_formula = direct_bare(wq, *toy_poles) + loop_shift(
    toy_freq, toy_occ, np.array([[c4, 0.0]]), wq)
assert abs(toy_formula - toy_exact) < 1e-3 * abs(toy_exact)

# ---------- optical mode and its normal coordinate ----------
W0 = frequencies(cell_hessians(), bond_maps(np.zeros((1, 3))) )[0, -1] \
    if False else np.sqrt(np.linalg.eigvalsh(
        dynamical(cell_hessians(), bond_maps(np.zeros((1, 3)))))[0, -1])
Z_AXIS, DIAGONAL = np.array([0, 0, 1.0]), np.ones(3) / np.sqrt(3)
static_curve = first_second([cell_energy(BOND, n * 0.01 * Z_AXIS)
                             for n in range(-2, 3)], 0.01)[1]
assert abs(np.sqrt(2 * static_curve * TO_CM2) / W0 - 1) < 1e-5

vertices_z = vertex_hessians(Z_AXIS)
vertices_d = vertex_hessians(DIAGONAL)
T1, T2, SIGMA = 300.0, 400.0, 10.0

# ---------- test: triplet stays unsplit, internal tadpole vanishes ----------
fz, cz, qz, _ = phonons(6, vertices_z)
fd, cd, qd, slope_d = phonons(6, vertices_d)
occ6 = bose(fz, T1)
poles6 = bubble_poles(fz, occ6, cz, W0)
loop6 = loop_shift(fz, occ6, qz, W0)
bub_z = direct_smeared(W0, *poles6, SIGMA)
bub_d = direct_smeared(W0, *bubble_poles(fd, bose(fd, T1), cd, W0), SIGMA)
loop_d = loop_shift(fd, bose(fd, T1), qd, W0)
size6 = abs(bub_z) + abs(loop6)
assert abs(bub_z - bub_d) < 1e-4 * size6
assert abs(loop6 - loop_d) < 1e-4 * size6
force_terms = slope_d * (2 * bose(fd, T1) + 1) / (4 * fd)
assert abs(force_terms.sum()) < 1e-5 * np.abs(force_terms).sum()

# ---------- test: static limit against free energy of displaced crystal -----
maps6 = bond_maps(q_mesh(6))
du = 0.005
free_curve = first_second(
    [free_energy(frequencies(cell_hessians(n * du * Z_AXIS), maps6), T1)
     for n in range(-2, 3)], du)[1]
static_free = 2 * HBAR_OVER_M * free_curve / (2 * W0)
inelastic = np.abs(poles6[0]) > 1e-3
static_bubble = direct_bare(0.0, poles6[0][inelastic], poles6[1][inelastic])
equal = np.abs(fz[:, :, None] - fz[:, None, :]) <= 1e-3
elastic = -np.sum(equal * cz * (occ6 * (occ6 + 1) / fz**2)[:, :, None]) \
    / (8 * W0 * KB_CM * T1)
static_sum = static_bubble + elastic + loop6
assert abs(static_sum - static_free) < 1e-4 * (
    abs(static_bubble) + abs(elastic) + abs(loop6))

# ---------- test: discrete transform against direct sum, with bound ----------
f8, c8, q8, _ = phonons(8, vertices_z)
poles8 = bubble_poles(f8, bose(f8, T1), c8, W0)
step_table = []
for ratio in (2.0, 1.0, 0.5):
    step = ratio * SIGMA
    m, gamma = smeared_gamma(*poles8, W0, step, SIGMA)
    targets = np.linspace(-W0 / step, 700 / step, 25).astype(int)
    error = max(abs(kramers_kronig(m, gamma, t)
                    - direct_smeared(W0 + t * step, *poles8, SIGMA))
                for t in targets)
    bound = 2 * np.abs(poles8[1]).sum() * np.sqrt(2 * np.pi) / SIGMA \
        * erfc(np.pi / (np.sqrt(2) * ratio))
    assert error <= bound + 1e-9      # 1e-9: rounding of long sums
    step_table.append((step, error, bound))

# ---------- test: outside the spectrum the smearing error is quadratic -------
w_out = 1.25 * poles8[0].max()
bare_out = direct_bare(w_out, *poles8)
out_errors = []
for sigma in (20.0, 10.0):
    m, gamma = smeared_gamma(*poles8, w_out, sigma / 2, sigma)
    out_errors.append(kramers_kronig(m, gamma) - bare_out)
out_ratio = out_errors[0] / out_errors[1]
assert 3.7 < out_ratio < 4.3

# ---------- q-mesh and smearing convergence inside the spectrum ----------
f12, c12, q12, _ = phonons(12, vertices_z)
f16, c16, q16, _ = phonons(16, vertices_z)
poles12 = bubble_poles(f12, bose(f12, T1), c12, W0)
poles16 = bubble_poles(f16, bose(f16, T1), c16, W0)
mesh_table = [(k, direct_bare(W0, *p), direct_smeared(W0, *p, SIGMA))
              for k, p in ((8, poles8), (12, poles12), (16, poles16))]
assert abs(mesh_table[2][2] - mesh_table[1][2]) < 0.03 * abs(static_bubble)
scan = W0 + np.linspace(-40, 40, 21)
jump_bare = np.median([abs(direct_bare(w, *poles16)
                           - direct_bare(w, *poles12)) for w in scan])
jump_smeared = np.median([abs(direct_smeared(w, *poles16, SIGMA)
                              - direct_smeared(w, *poles12, SIGMA))
                          for w in scan])
assert jump_smeared < jump_bare
width_table = [(s, direct_smeared(W0, *poles16, s)) for s in (20.0, 10.0, 5.0)]

# ---------- production: transform plus loop at two temperatures ----------
results = {}
for temperature in (T1, T2):
    occ = bose(f12, temperature)
    poles = bubble_poles(f12, occ, c12, W0)
    m, gamma = smeared_gamma(*poles, W0, SIGMA / 2, SIGMA)
    inside = np.abs(W0 + m * SIGMA / 2) <= f12.max()
    results[temperature] = dict(
        bubble=kramers_kronig(m, gamma),
        cut=kramers_kronig(m[inside], gamma[inside]),
        gamma=gamma[m == 0][0], loop=loop_shift(f12, occ, q12, W0))
    results[temperature]["total"] = (results[temperature]["bubble"]
                                     + results[temperature]["loop"])
    assert results[temperature]["gamma"] > 0

# ---------- neglected effects: expansion and higher order ----------
strain = 0.002
volume = (4 * BOND / np.sqrt(3))**3 / 4
log_v = 3 * np.log(1 + np.array([-strain, strain]))
span = log_v[1] - log_v[0]


def optical(bond):
    d = dynamical(cell_hessians(bond=bond), bond_maps(np.zeros((1, 3))))
    return np.sqrt(np.linalg.eigvalsh(d)[0, -1])


def vib_ev(bond, temperature):
    return CM_TO_EV * free_energy(
        frequencies(cell_hessians(bond=bond), maps6), temperature)


bonds_pm = BOND * (1 + np.array([-strain, strain]))
mode_slope = (optical(bonds_pm[1]) - optical(bonds_pm[0])) / span
log_step = 0.003
bulk = first_second([cell_energy(BOND * np.exp(n * log_step / 3))
                     for n in range(-2, 3)], log_step)[1] / volume
bulk_gpa = bulk * const.e * 1e30 / 1e9
swelling = {t: -(vib_ev(bonds_pm[1], t) - vib_ev(bonds_pm[0], t))
            / span / (bulk * volume) for t in (T1, T2)}
best = minimize_scalar(
    lambda e: cell_energy(BOND * (1 + e)) + vib_ev(BOND * (1 + e), T1),
    bounds=(-0.006, 0.010), method="bounded", options={"xatol": 1e-8}).x
swelling_min = (1 + best)**3 - 1
assert abs(swelling_min - swelling[T1]) < 0.05 * abs(swelling[T1]) + 2e-5

expansion = {t: mode_slope * swelling[t] for t in (T1, T2)}
total1 = results[T1]["total"]
pole_move = direct_smeared(W0 + total1, *poles12, SIGMA) \
    - direct_smeared(W0, *poles12, SIGMA)
factor = 1 + total1 / W0
occ_s = bose(f12 * factor, T1)
rescaled = direct_smeared(W0 * factor, *bubble_poles(
    f12 * factor, occ_s, c12, W0 * factor), SIGMA) \
    + loop_shift(f12 * factor, occ_s, q12, W0 * factor)
slope_fixed = (results[T2]["total"] - total1) / (T2 - T1)
slope_full = slope_fixed + (expansion[T2] - expansion[T1]) / (T2 - T1)
pressure_coeff = -mode_slope / bulk_gpa

# ---------- output ----------
print(f"silicon mass: {MASS_U:.4f} u; bond length: {BOND:.4f} A")
print(f"bare optical frequency w0: {W0:.2f} cm^-1")
print(f"highest phonon frequency on mesh: {f12.max():.2f} cm^-1")
print(f"smearing sigma: {SIGMA:.1f} cm^-1; production step: {SIGMA/2:.1f} cm^-1")
print(f"q points, production mesh k=12: {len(f12)}")
print(f"three-oscillator shift, exact: {toy_exact:.6e} (units of w0)")
print(f"three-oscillator shift, formula: {toy_formula:.6e} (units of w0)")
print("static limit at 300 K, mesh k=6:")
print(f"  bubble without elastic term: {static_bubble:.4f} cm^-1")
print(f"  elastic term: {elastic:.4f} cm^-1")
print(f"  loop: {loop6:.4f} cm^-1")
print(f"  sum: {static_sum:.5f} cm^-1")
print(f"  from free-energy curvature: {static_free:.5f} cm^-1")
print("transform minus direct sum (k=8): step, max error, bound")
for step, error, bound in step_table:
    print(f"  {step:.1f} cm^-1: {error:.2e} cm^-1, {bound:.2e} cm^-1")
print(f"point outside spectrum: {w_out:.1f} cm^-1")
print(f"  bare sum there: {bare_out:.5f} cm^-1")
print(f"  smearing error, sigma 20: {out_errors[0]:.3e} cm^-1")
print(f"  smearing error, sigma 10: {out_errors[1]:.3e} cm^-1")
print(f"  ratio of the two: {out_ratio:.3f}")
print("bubble at w0, 300 K: mesh k, bare sum, smeared sum")
for k, bare, smooth in mesh_table:
    print(f"  k={k}: {bare:.3f} cm^-1, {smooth:.3f} cm^-1")
print(f"median change k=12 to 16, bare: {jump_bare:.4f} cm^-1")
print(f"median change k=12 to 16, smeared: {jump_smeared:.4f} cm^-1")
for s, value in width_table:
    print(f"bubble at w0, k=16, sigma {s:.0f} cm^-1: {value:.3f} cm^-1")
for t in (T1, T2):
    r = results[t]
    print(f"T = {t:.0f} K: bubble {r['bubble']:.3f}, loop {r['loop']:.3f} cm^-1")
    print(f"  bubble + loop: {r['total']:.3f} cm^-1")
    print(f"  bubble if Gamma is cut at top phonon: {r['cut']:.3f} cm^-1")
    print(f"  Gamma(w0): {r['gamma']:.3f} cm^-1; FWHM {2*r['gamma']:.3f} cm^-1")
    print(f"  volume change: {100*swelling[t]:.4f} %")
    print(f"  expansion shift: {expansion[t]:.3f} cm^-1")
print(f"bubble + loop at 300 K: {total1*CM_TO_EV*1e3:.4f} meV")
lifetime = 1e12 / (2 * results[T1]["gamma"] * WAVENUMBER)
print(f"lifetime 1/(2 Gamma) at 300 K: {lifetime:.3f} ps")
print(f"volume change at 300 K by minimization: {100*swelling_min:.4f} %")
print(f"slope 300-400 K, fixed volume: {slope_fixed:.5f} cm^-1/K")
print(f"slope 300-400 K, with expansion: {slope_full:.5f} cm^-1/K")
print(f"bulk modulus: {bulk_gpa:.1f} GPa")
print(f"pressure coefficient: {pressure_coeff:.3f} cm^-1/GPa")
print(f"100 MPa pressure looks like: {0.1*pressure_coeff/slope_full:.1f} K")
print(f"bubble change at shifted pole, 300 K: {pole_move:.3f} cm^-1")
print(f"rough next-order change, 300 K: {rescaled-total1:.3f} cm^-1")
print("no test failed")
```

It prints:

```
silicon mass: 28.0855 u; bond length: 2.3517 A
bare optical frequency w0: 594.83 cm^-1
highest phonon frequency on mesh: 594.29 cm^-1
smearing sigma: 10.0 cm^-1; production step: 5.0 cm^-1
q points, production mesh k=12: 6912
three-oscillator shift, exact: -1.982949e-05 (units of w0)
three-oscillator shift, formula: -1.983034e-05 (units of w0)
static limit at 300 K, mesh k=6:
  bubble without elastic term: -2.3278 cm^-1
  elastic term: -0.4020 cm^-1
  loop: -2.5793 cm^-1
  sum: -5.30923 cm^-1
  from free-energy curvature: -5.30923 cm^-1
transform minus direct sum (k=8): step, max error, bound
  20.0 cm^-1: 4.27e-01 cm^-1, 4.40e+01 cm^-1
  10.0 cm^-1: 9.48e-03 cm^-1, 6.36e-01 cm^-1
  5.0 cm^-1: 2.08e-09 cm^-1, 1.26e-07 cm^-1
point outside spectrum: 1484.0 cm^-1
  bare sum there: 1.16297 cm^-1
  smearing error, sigma 20: 3.103e-03 cm^-1
  smearing error, sigma 10: 7.711e-04 cm^-1
  ratio of the two: 4.024
bubble at w0, 300 K: mesh k, bare sum, smeared sum
  k=8: -1.622 cm^-1, -1.756 cm^-1
  k=12: -1.949 cm^-1, -1.851 cm^-1
  k=16: -2.426 cm^-1, -1.832 cm^-1
median change k=12 to 16, bare: 0.9777 cm^-1
median change k=12 to 16, smeared: 0.0148 cm^-1
bubble at w0, k=16, sigma 20 cm^-1: -1.816 cm^-1
bubble at w0, k=16, sigma 10 cm^-1: -1.832 cm^-1
bubble at w0, k=16, sigma 5 cm^-1: -1.830 cm^-1
T = 300 K: bubble -1.851, loop -2.579 cm^-1
  bubble + loop: -4.429 cm^-1
  bubble if Gamma is cut at top phonon: 0.876 cm^-1
  Gamma(w0): 0.426 cm^-1; FWHM 0.851 cm^-1
  volume change: 0.4984 %
  expansion shift: -2.367 cm^-1
T = 400 K: bubble -2.129, loop -3.375 cm^-1
  bubble + loop: -5.504 cm^-1
  bubble if Gamma is cut at top phonon: 1.128 cm^-1
  Gamma(w0): 0.535 cm^-1; FWHM 1.070 cm^-1
  volume change: 0.5852 %
  expansion shift: -2.779 cm^-1
bubble + loop at 300 K: -0.5492 meV
lifetime 1/(2 Gamma) at 300 K: 6.236 ps
volume change at 300 K by minimization: 0.5007 %
slope 300-400 K, fixed volume: -0.01075 cm^-1/K
slope 300-400 K, with expansion: -0.01487 cm^-1/K
bulk modulus: 101.4 GPa
pressure coefficient: 4.682 cm^-1/GPa
100 MPa pressure looks like: -31.5 K
bubble change at shifted pole, 300 K: 0.032 cm^-1
rough next-order change, 300 K: -0.118 cm^-1
no test failed
```
